# Interface width and variance for Gaussian and exponential depth responses: test program

```python
# Result under test: for a sharp interface blurred by a response of standard
# deviation sigma, the 16-84 percent width is 2*q*sigma for a Gaussian, with
# q = sqrt(2)*erfinv(0.68), and sigma*ln(0.84/0.16) for a one-sided exponential.
# Responses of equal width can have different variances, without upper bound.
# Depths are in nm from the interface; a response is a density in
# x = apparent depth - true depth. The layer above the interface is profiled.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfinv, ndtr
from scipy.stats import exponnorm

SIGMA = 2.0            # standard deviation of both responses, nm
LOW, HIGH = 0.16, 0.84
TAIL_FRACTION = 0.01   # signal level at which the slow tail begins
TAIL_LENGTH = 10.0     # decay length of the slow tail, nm
ROUNDING = 0.6         # neglected Gaussian rounding, nm
BACKGROUND = 0.01      # neglected background / plateau
SCALE_ERROR = 0.03     # neglected relative depth-scale error
THICKNESS = 50.0       # thickness of the doped layer, nm
COUNTS = 10000         # counts per point on the plateau
SPACING = 0.25         # depth between points, nm
TAIL_START = SIGMA * np.log(1 / TAIL_FRACTION)
BREAKS = np.array([-1000, -60, -20, -5, 0, 5, TAIL_START, 20, 60, 200, 1000])


def gaussian(x, sd=SIGMA):
    return np.exp(-0.5 * (x / sd) ** 2) / (sd * np.sqrt(2 * np.pi))


def exponential(x, length=SIGMA):
    return np.exp(-x / length) / length if x > 0 else 0.0


def slow_tail(x, tail_length=TAIL_LENGTH):
    if x < TAIL_START:
        return exponential(x)
    return TAIL_FRACTION * np.exp(-(x - TAIL_START) / tail_length) / tail_length


def rounded_exponential(x):
    growth = np.exp(ROUNDING**2 / (2 * SIGMA**2) - x / SIGMA)
    return growth * ndtr(x / ROUNDING - ROUNDING / SIGMA) / SIGMA


def integrate(function, lower=-1000.0, upper=1000.0):
    inner = [b for b in BREAKS if lower < b < upper]
    edges = [lower] + inner + [upper]
    return sum(quad(function, a, b, epsabs=1e-12, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def signal(response, depth):
    """Convolution of the response with a layer filling all depths below zero."""
    cuts = np.unique(np.minimum(depth - BREAKS, 0.0))
    return sum(quad(lambda s: response(depth - s), a, b,
                    epsabs=1e-12, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


def crossing(response, level):
    return brentq(lambda z: signal(response, z) - level, -30, 60, xtol=1e-10)


def width(response, low=LOW, high=HIGH):
    return crossing(response, low) - crossing(response, high)


def mean_and_variance(response):
    mean = integrate(lambda x: x * response(x))
    return mean, integrate(lambda x: (x - mean) ** 2 * response(x))


def outside_share(response):
    mean, variance = mean_and_variance(response)
    start, end = crossing(response, HIGH), crossing(response, LOW)
    inside = integrate(lambda x: (x - mean) ** 2 * response(x), start, end)
    return 1 - inside / variance


def close(a, b, tolerance=1e-6):
    return abs(a - b) < tolerance * max(1.0, abs(b))


# Equal standard deviations: widths and moments from their definitions.
q = np.sqrt(2) * erfinv(HIGH - LOW)
log_ratio = np.log(HIGH / LOW)
width_g, width_e = width(gaussian), width(exponential)
mean_g, var_g = mean_and_variance(gaussian)
mean_e, var_e = mean_and_variance(exponential)
assert close(var_g, SIGMA**2) and close(var_e, SIGMA**2)
assert close(mean_g, 0) and close(mean_e, SIGMA)
assert close(width_g, 2 * q * SIGMA)
assert close(width_e, SIGMA * log_ratio)
assert close(width(lambda x: exponential(-x)), width_e)
start_e, end_e = crossing(exponential, HIGH), crossing(exponential, LOW)
assert close(start_e, -SIGMA * np.log(HIGH))
assert close(end_e, -SIGMA * np.log(LOW))
half_e = crossing(exponential, 0.5)
assert close(half_e, SIGMA * np.log(2))
one_sigma_level = signal(gaussian, SIGMA)
assert close(width(gaussian, one_sigma_level, 1 - one_sigma_level), 2 * SIGMA)

# Equal widths, different variances.
matched_length = 2 * q * SIGMA / log_ratio


def matched(x):
    return exponential(x, matched_length)


width_m = width(matched)
var_m = mean_and_variance(matched)[1]
assert close(width_m, width_g)
assert close(var_m / var_g, (2 * q / log_ratio) ** 2)

# Share of the variance that comes from outside the 16-84 percent window.
share_g, share_e = outside_share(gaussian), outside_share(exponential)
assert close(share_g, 2 * (q * gaussian(q, 1.0) + LOW))
assert close(share_e, LOW * (1 + np.log(LOW)**2)
             + 1 - HIGH * (1 + np.log(HIGH)**2))


# A weak slow tail alters the variance and leaves the width alone.
def tail_variance(length):
    extra = length - SIGMA
    return (SIGMA**2 + 2 * TAIL_FRACTION * extra * (TAIL_START + length)
            - (TAIL_FRACTION * extra) ** 2)


width_t = width(slow_tail)
var_t = mean_and_variance(slow_tail)[1]
assert close(width_t, width_e)
assert close(var_t, tail_variance(TAIL_LENGTH))
longer = 2 * TAIL_LENGTH
var_longer = mean_and_variance(lambda x: slow_tail(x, longer))[1]
assert close(var_longer, tail_variance(longer))
assert close(width(lambda x: slow_tail(x, longer)), width_e)

# Sizes of neglected effects.
rounded_sd = np.sqrt(mean_and_variance(rounded_exponential)[1])
width_re = width(rounded_exponential)
width_rg = width(lambda x: gaussian(x, np.hypot(SIGMA, ROUNDING)))
library = exponnorm(SIGMA / ROUNDING, loc=0, scale=ROUNDING)
assert close(width_re, library.ppf(HIGH) - library.ppf(LOW), 1e-5)
assert close(rounded_sd, np.hypot(SIGMA, ROUNDING))
assert log_ratio < width_re / rounded_sd < 2 * q
levels = [(p - BACKGROUND) / (1 - BACKGROUND) for p in (LOW, HIGH)]
width_bg, width_be = width(gaussian, *levels), width(exponential, *levels)
assert close(width_be,
             SIGMA * np.log((HIGH - BACKGROUND) / (LOW - BACKGROUND)))
missing_e = integrate(exponential, THICKNESS)
missing_t = integrate(slow_tail, THICKNESS)

# Counting noise: first crossings of simulated profiles, linear interpolation.
rng = np.random.default_rng(7)
depths = np.arange(-12, 30, SPACING)


def noisy_widths(response):
    ideal = np.array([signal(response, z) for z in depths])
    data = rng.poisson(COUNTS * np.clip(ideal, 0, 1), (2000, depths.size))
    data = data / COUNTS
    rows = np.arange(len(data))
    found = []
    for level in (HIGH, LOW):
        after = np.argmax(data < level, axis=1)
        upper, lower = data[rows, after - 1], data[rows, after]
        found.append(depths[after - 1]
                     + SPACING * (upper - level) / (upper - lower))
    return found[1] - found[0]


noise_g, noise_e = noisy_widths(gaussian), noisy_widths(exponential)
assert np.hypot(noise_g.std(), noise_e.std()) < (width_g - width_e) / 4

print(f"standard deviation of both responses: {SIGMA:.1f} nm")
print(f"variance by quadrature, Gaussian: {var_g:.4f} nm^2")
print(f"variance by quadrature, exponential: {var_e:.4f} nm^2")
print(f"Gaussian quantile q at 84 percent: {q:.5f}")
print(f"Gaussian width / sigma: {width_g / SIGMA:.5f}")
print(f"ln(0.84/0.16) = exponential width / sigma: {width_e / SIGMA:.5f}")
print(f"Gaussian width: {width_g:.4f} nm = {10 * width_g:.3f} angstrom")
print(f"exponential width: {width_e:.4f} nm = {10 * width_e:.3f} angstrom")
print(f"width difference: {width_g - width_e:.4f} nm")
print(f"exponential / Gaussian width: {width_e / width_g:.4f}")
print(f"exponential, depth at signal 0.84: {start_e:.4f} nm")
print(f"exponential, depth at signal 0.16: {end_e:.4f} nm")
print(f"exponential, depth at signal 0.50: {half_e:.4f} nm")
print(f"exponential, mean shift: {mean_e:.4f} nm")
print(f"Gaussian signal one sigma past interface: {one_sigma_level:.5f}")
print(f"exponential, sigma misread as width/2: {width_e / 2:.4f} nm")
print(f"variance so misread / true: {(width_e / 2)**2 / var_e:.4f}")
print(f"equal-width exponential, decay length: {matched_length:.4f} nm")
print(f"equal-width exponential, width: {width_m:.4f} nm")
print(f"equal-width exponential, variance: {var_m:.4f} nm^2")
print(f"equal-width variance ratio: {var_m / var_g:.4f}")
print(f"variance share outside window, Gaussian: {share_g:.4f}")
print(f"variance share outside window, exponential: {share_e:.4f}")
print(f"slow tail, starting signal level: {TAIL_FRACTION:.2f}")
print(f"slow tail, starting depth: {TAIL_START:.4f} nm")
print(f"slow tail, decay length: {TAIL_LENGTH:.1f} nm")
print(f"slow tail, width: {width_t:.4f} nm")
print(f"slow tail, variance: {var_t:.4f} nm^2")
print(f"slow tail, standard deviation: {np.sqrt(var_t):.4f} nm")
print(f"slow tail of {longer:.0f} nm, variance: {var_longer:.4f} nm^2")
print(f"neglected rounding, standard deviation: {ROUNDING:.1f} nm")
print(f"rounded responses, standard deviation: {rounded_sd:.4f} nm")
print(f"rounded Gaussian width: {width_rg:.4f} nm")
print(f"rounded exponential width: {width_re:.4f} nm")
print(f"neglected background / plateau: {BACKGROUND:.2f}")
print(f"Gaussian width with background: {width_bg:.4f} nm")
print(f"exponential width with background: {width_be:.4f} nm")
print(f"neglected depth-scale error: {100 * SCALE_ERROR:.0f} percent")
print(f"its effect on Gaussian width: {SCALE_ERROR * width_g:.3f} nm")
print(f"its effect on exponential width: {SCALE_ERROR * width_e:.3f} nm")
print(f"layer thickness: {THICKNESS:.0f} nm")
print(f"plateau loss at interface, exponential: {missing_e:.1e}")
print(f"plateau loss at interface, slow tail: {missing_t:.1e}")
print(f"plateau counts per point: {COUNTS}")
print(f"point spacing: {SPACING:.2f} nm")
print(f"noisy Gaussian width, mean: {noise_g.mean():.3f} nm")
print(f"noisy Gaussian width, scatter: {noise_g.std():.3f} nm")
print(f"noisy exponential width, mean: {noise_e.mean():.3f} nm")
print(f"noisy exponential width, scatter: {noise_e.std():.3f} nm")
print("no test failed")
```

Output:

```
standard deviation of both responses: 2.0 nm
variance by quadrature, Gaussian: 4.0000 nm^2
variance by quadrature, exponential: 4.0000 nm^2
Gaussian quantile q at 84 percent: 0.99446
Gaussian width / sigma: 1.98892
ln(0.84/0.16) = exponential width / sigma: 1.65823
Gaussian width: 3.9778 nm = 39.778 angstrom
exponential width: 3.3165 nm = 33.165 angstrom
width difference: 0.6614 nm
exponential / Gaussian width: 0.8337
exponential, depth at signal 0.84: 0.3487 nm
exponential, depth at signal 0.16: 3.6652 nm
exponential, depth at signal 0.50: 1.3863 nm
exponential, mean shift: 2.0000 nm
Gaussian signal one sigma past interface: 0.15866
exponential, sigma misread as width/2: 1.6582 nm
variance so misread / true: 0.6874
equal-width exponential, decay length: 2.3988 nm
equal-width exponential, width: 3.9778 nm
equal-width exponential, variance: 5.7545 nm^2
equal-width variance ratio: 1.4386
variance share outside window, Gaussian: 0.8039
variance share outside window, exponential: 0.8318
slow tail, starting signal level: 0.01
slow tail, starting depth: 9.2103 nm
slow tail, decay length: 10.0 nm
slow tail, width: 3.3165 nm
slow tail, variance: 7.0673 nm^2
slow tail, standard deviation: 2.6584 nm
slow tail of 20 nm, variance: 14.4833 nm^2
neglected rounding, standard deviation: 0.6 nm
rounded responses, standard deviation: 2.0881 nm
rounded Gaussian width: 4.1530 nm
rounded exponential width: 3.4938 nm
neglected background / plateau: 0.01
Gaussian width with background: 4.0356 nm
exponential width with background: 3.4216 nm
neglected depth-scale error: 3 percent
its effect on Gaussian width: 0.119 nm
its effect on exponential width: 0.099 nm
layer thickness: 50 nm
plateau loss at interface, exponential: 1.4e-11
plateau loss at interface, slow tail: 1.7e-04
plateau counts per point: 10000
point spacing: 0.25 nm
noisy Gaussian width, mean: 3.984 nm
noisy Gaussian width, scatter: 0.063 nm
noisy exponential width, mean: 3.320 nm
noisy exponential width, scatter: 0.044 nm
no test failed
```
